Escape-Cone Fraction for Isotropic Emission at a Silicon–Air Interface

**Problem**

A small region inside silicon emits light with equal power per unit solid angle in all directions. Above it lies a flat, smooth interface with air. The refractive index of the silicon is n = 3.5, a round value for the near infrared, and that of air is taken as 1. What fraction of the total emitted power travels in directions from which it can pass through the top surface into air? Fresnel reflection is to be neglected: a ray that can refract into air counts as fully transmitted.

The angle θ is measured inside the silicon from the upward surface normal. "Total emitted power" means the power sent into the full sphere, downward directions included. The silicon does not absorb, the surface is wide enough to receive every ray in question, and only the first arrival at the top surface counts.

**A tempting solution**

Snell's law for a ray going from silicon into air reads

n sin θ = sin θ_air.

The largest possible value of sin θ_air is 1, so the limiting internal angle θc obeys

sin θc = 1/n = 1/3.5 = 0.2857, θc = 16.60°.

In a drawing of the cross-section, the escaping rays fill a wedge that reaches from θc on one side of the normal to θc on the other. Its opening is 2θc = 33.20°. The source emits equally in all directions, and all directions make up 360°, so the fraction would be

33.20°/360° = 0.0922, or 9.22 %.

**Where the fault lies**

The critical angle is right. The error enters with the words "all directions make up 360°". That is true of directions in a plane, whereas the source emits into three-dimensional space. The drawing shows one slice through the cone, and the share of a slice is not the share of the sphere.

To see what the slice gets wrong, place a sphere of radius 1 around the source, so that each direction is a point on it. Directions between θ and θ + dθ form a ring. The distance of this ring from the vertical axis is sin θ, so its circumference is 2π sin θ. Its width along the surface is dθ. The area of the ring, which on a unit sphere is its solid angle, is therefore

dΩ = 2π sin θ dθ.

Rings of equal angular width do not have equal area. They are small near the normal and largest at θ = 90°. The escape cone sits around the normal, where a degree of θ contains the least solid angle, so counting degrees gives the cone too much weight.

One can also ask which source the tempting solution would describe. It assigns the share dθ/π to each interval dθ between 0 and π. Divided by the solid angle of the ring, this is a power per unit solid angle of

(dθ/π)/(2π sin θ dθ) = 1/(2π² sin θ).

This grows without limit toward the normal, while an isotropic source has the constant value 1/(4π). The tempting solution has replaced the isotropic source by one that is strongly peaked along the vertical axis.

Checking the extreme values of n does not expose the error. For n = 1 the critical angle is 90° and the plane-angle rule gives 180°/360° = 1/2, which is correct, since half of the light goes up. For very large n it gives zero, which is also correct. The two answers differ in how they approach zero, as shown below.

**The right solution**

*Step 1: which rays can leave.* Snell's law follows from the wave picture, which also shows what happens beyond θc. Let k₀ be the wavenumber in vacuum. A plane wave in silicon has wavenumber n k₀, and its component along the surface is

k_x = n k₀ sin θ.

The boundary conditions must hold at every point of a uniform flat surface, so the wave in air has the same k_x. The total wavenumber in air is k₀, and the component along the normal obeys

k_z,air² = k₀² − k_x² = k₀²(1 − n² sin² θ).

If n sin θ < 1, k_z,air is real and the wave travels away from the surface. If n sin θ > 1, k_z,air is imaginary. The field in air then decays with height and carries no average power away from the surface. All the power returns into the silicon. The boundary between the two cases is

sin θc = 1/n.

*Step 2: the solid angle of the cone.* Adding the rings from the normal out to θc gives

Ω = ∫₀^θc 2π sin θ dθ
= 2π [−cos θ]₀^θc
= 2π(1 − cos θc).

As a check on the factor, an upper limit of 180° would give 2π(1 + 1) = 4π, the full sphere.

*Step 3: the fraction.* For an isotropic source the share of power equals the share of solid angle. Calling the fraction F,

F = Ω/(4π) = (1 − cos θc)/2.

*Step 4: removing the angle.* From sin² θc + cos² θc = 1 and sin θc = 1/n,

cos² θc = 1 − 1/n².

Since θc lies between 0 and 90°, its cosine is positive, and the positive root applies:

F = [1 − √(1 − 1/n²)]/2.

*Step 5: numbers.* With n = 3.5,

1/n² = 1/12.25 = 0.081633
1 − 1/n² = 0.918367
cos θc = √0.918367 = 0.958315
F = (1 − 0.958315)/2 = 0.0208.

The answer is F ≈ 2.08 %. About one part in 48 of the emitted power lies in the top escape cone. The last digit belongs to the round value n = 3.5: since F varies roughly as 1/n², the actual index of silicon, about 3.54 near 1.1 µm and 3.48 at 1.55 µm, gives about 2.04 % and 2.11 %. The cone covers 0.2619 sr out of 12.566 sr. The plane-angle result of 9.22 % was too large by a factor of about 4.4.

The subtraction 1 − cos θc magnifies a small relative error in the cosine by the factor cos θc/(1 − cos θc), which is about 23 here. If the cosine is rounded to 0.96, the formula returns 0.020, which is 4 % below the correct value. This magnification can be avoided by multiplying numerator and denominator by 1 + cos θc:

F = (1 − cos² θc)/[2(1 + cos θc)] = (1/n²)/[2(1 + cos θc)].

With the same rounded cosine this gives 0.081633/3.92 = 0.02082, within about 0.1 % of F.

**A second route, and a quick estimate**

The same fraction can be found without integrating over the angle θ. Describe a direction by its unit vector (u_x, u_y, u_z). By step 1, an upward ray escapes if the horizontal part of this vector is shorter than 1/n. Seen from above, the escaping directions therefore fill a disk of radius 1/n.

A small patch of the unit sphere is tilted against the horizontal by the angle θ, so its projection onto the disk is smaller than the patch by the factor cos θ = u_z. Hence

dΩ = du_x du_y/u_z.

With ρ for the distance from the centre of the disk, u_z = √(1 − ρ²), and the area of a thin ring of the disk is 2πρ dρ. The solid angle is

Ω = ∫₀^(1/n) 2πρ dρ/√(1 − ρ²)
= 2π [−√(1 − ρ²)]₀^(1/n)
= 2π[1 − √(1 − 1/n²)],

in agreement with steps 2 to 4.

This route also provides an estimate. For large n the disk is small and u_z is close to 1 everywhere on it. Setting u_z = 1 leaves the area of the disk, π/n², and

F ≈ (π/n²)/(4π) = 1/(4n²).

For n = 3.5 this is 1/49 = 0.0204. Since u_z is really a little less than 1 away from the centre, the estimate is too low. Its error follows from a short calculation. With F = (1 − cos θc)/2, the remainder is 1 − F = (1 + cos θc)/2, and the product of the two is

F(1 − F) = (1 − cos² θc)/4 = 1/(4n²).

The estimate is thus F(1 − F), and it falls short of F by F². Relative to F, the shortfall is F itself. This is why the numerical output shows 2.08 % twice, once for the fraction and once for the error of the estimate.

Writing the identity as F = 1/(4n²) + F² and inserting the estimate on the right gives the next approximation for large n:

F ≈ [1/(4n²)] · [1 + 1/(4n²)].

For n = 3.5 this yields 0.020408 × 1.020408 = 0.02082.

The estimate explains why the plane-angle rule fails more badly as the index rises. For large n, θc ≈ 1/n in radians, so the plane-angle rule gives 2θc/(2π) ≈ 1/(πn). The correct fraction falls as 1/(4n²). Their ratio is about 4n/π, which grows in proportion to n.

**Where the rest of the light goes**

By symmetry an equal cone points downward, and it also holds the fraction F. The share outside both cones is

1 − 2F = cos θc = 0.9583, or 95.83 %.

Suppose the silicon is a slab with parallel, smooth faces and air on both sides. A reflection at either face reverses the vertical component of the ray and leaves its angle to the normal unchanged. A ray outside both cones therefore meets each face beyond the critical angle every time. Within this model it never leaves through the faces. It travels sideways until it reaches an edge, or until something left out of the model, such as absorption or a rough surface, intervenes.

The choice of reference matters here. If the power in the top cone is divided by the upward emission alone, which is half of the total, the result is 2F = 4.17 %. This is a correct answer to a different question. The same number also appears if a perfect flat mirror, parallel to the surface, lies below the source: the downward cone is then folded onto the upward one, and a share 2F of the total power reaches the top surface at angles that allow escape. This holds as long as interference between the two contributions is neglected.

**Another medium above the silicon**

If a transparent medium of index m, with 1 < m < n, fills the space above the silicon, the total wavenumber there is m k₀. The condition of step 1 becomes n sin θ < m, and the fraction that enters this medium is

F_m = [1 − √(1 − m²/n²)]/2 ≈ m²/(4n²),

where the last form holds for m much smaller than n. The cone has widened, and for such m the fraction has grown by a factor of roughly m².

This gain is lost if the medium is a flat layer with air above it. Let θ_m be the ray angle in the layer. The component of the wavevector along the surface is the same in all three media:

n sin θ = m sin θ_m = sin θ_air.

Escape into air still requires n sin θ < 1, so the fraction that can reach air is the original F. The additional rays enter the layer and are totally reflected at its upper face. The gain can be kept by shaping the outer surface differently. One example is a dome centred above the source, with a radius much larger than both the source region and its depth below the silicon surface. The rays then arrive close to the local normal, below the critical angle of the outer surface.

**What neglecting Fresnel reflection leaves out**

Inside the cone, part of each wave is in fact reflected. For a wave whose electric field is parallel to the surface (s polarization), let the incident amplitude be 1, the reflected one r and the transmitted one t. Continuity of the tangential electric field, and of the tangential magnetic field, which is proportional to the derivative of the electric field along the normal, gives

1 + r = t, a(1 − r) = b t,

where a = n cos θ and b = √(1 − n² sin² θ) are the normal wavevector components in units of k₀. Inserting the first equation into the second gives a(1 − r) = b(1 + r), and so

r = (a − b)/(a + b), t = 2a/(a + b).

For real b the power carried along the normal is proportional to a in silicon and to b in air. The transmittance is

T = (b/a) t² = 4ab/(a + b)².

For the other polarization (p), the magnetic field is parallel to the surface. The same equations hold for its amplitudes if a is replaced by cos θ/n, because the tangential electric field is proportional to the normal derivative of the magnetic field divided by n².

At normal incidence b = 1, and a is n or 1/n. Both give

T = 4n/(n + 1)² = 14/20.25 = 0.691.

At the critical angle b = 0, so T vanishes for both polarizations. Beyond it b is imaginary, the numbers a − b and a + b have equal magnitude, and |r| = 1, which is total reflection again.

The average of T over the cone, with equal power per solid angle and equal power in the two polarizations, is 0.6755. The fraction transmitted at first arrival is therefore

0.020843 × 0.6755 = 0.0141, or 1.41 %.

About a third of the power in the cone is reflected on its first arrival. The 2.08 % asked for in the problem is a geometric fraction and an upper limit for this first pass, provided the source lies deep enough below the surface for the ray picture to hold.

**When the source is not isotropic**

The step from solid angle to power relies on isotropic emission. A single oscillating dipole does not satisfy it: far away in a uniform medium, its power per unit solid angle is proportional to sin² of the angle from its axis. If the dipole stands upright, that angle is θ. The integral of sin² θ over the full sphere is 8π/3, so the fraction in the top cone is

F_v = [3/(8π)] ∫₀^θc sin² θ · 2π sin θ dθ = (3/4) ∫₀^θc sin³ θ dθ.

With u = cos θ, du = −sin θ dθ and c = cos θc,

F_v = (3/4) ∫_c^1 (1 − u²) du
= (3/4)(2/3 − c + c³/3)
= (2 − 3c + c³)/4
= (1 − c)²(2 + c)/4.

Since 1 − c = 2F and 2 + c = 3 − 2F, this becomes

F_v = F²(3 − 2F) = 0.020843² × 2.9583 = 0.0013.

An upright dipole sends only 0.13 % of its power into the top cone, because it emits nothing along its own axis, where the cone lies.

For a horizontal dipole, consider three equal dipoles along x, y and z that radiate independently. For any direction, the squared cosines of the angles to the three axes add up to 1, so the squared sines add up to 2. The combined emission is isotropic. The two horizontal dipoles have equal shares F_h in the cone, because the cone is symmetric about the normal. Hence

F = (F_v + 2F_h)/3,
F_h = (3F − F_v)/2 = (0.0625 − 0.0013)/2 = 0.0306.

A horizontal dipole reaches 3.06 %, about one and a half times the isotropic value. The result F = 2.08 % thus applies to emitters whose orientations are evenly distributed. It also assumes that the source is far enough from the surface for interference between direct and reflected waves to be ignored. At a vacuum wavelength near 1.15 µm, where the wavelength in silicon is about 0.33 µm, this means a depth of about half a micrometre or more; there the total emitted power differs from its bulk value by a few per cent at most. Within about 100 nm of the surface the total power of randomly oriented dipoles falls by roughly 15 to 30 %, and the shares given here no longer apply.

**Reading the numerical checks**

The critical angle was also found from the path of least optical length between a point in the silicon and a distant, nearly grazing point in air. It agrees at 16.602°. Of two million random isotropic directions, a fraction 0.02095 fell in the top cone, with a standard error of 0.00010. This lies about one standard error from F = 0.02084 and far from the plane-angle value of 0.0922. The other checks of F are in the numerical output. The fractions for single dipoles and for a medium of index m were derived above but are not tested there.

For a light-emitting diode with isotropic emission and a flat top surface, F describes one factor of the efficiency on the first pass. It says what share of the light already generated can leave, by its direction, when it first arrives at the top surface. In a real device, reflectors and rough surfaces can give the remaining light further chances to escape, so the share that finally leaves can be much larger than F. How much light is generated per injected electron is a separate question, which this geometry does not answer.

Table of computed values

```
refractive index n                          3.5
sin(theta_c) = 1/n                          0.285714
critical angle                              16.602 deg
critical angle from least optical path      16.602 deg
1/n^2                                       0.081633
cos(theta_c)                                0.958315
solid angle of the top cone                 0.26192 sr
full sphere                                 12.56637 sr
escape-cone fraction F                      0.020843
escape-cone fraction F in percent           2.08 %
F from Cartesian integral                   0.020843
F from random directions                    0.02095
standard error of that count                0.00010
number of random directions                 2000000
estimate 1/(4 n^2)                          0.020408
estimate is below F by                      2.08 %
share outside both cones                    95.83 %
same share from random directions           95.84 %
mistaken plane-angle ratio 2 theta_c/360    9.22 %
share of the upper hemisphere only          4.17 %
normal-incidence transmittance              0.6914
mean transmittance over the cone            0.6755
first-arrival fraction with Fresnel loss    1.41 %
```
